# How Long Electrons Stay in a Monolayer with Gate Leakage

## Problem

A semiconducting monolayer under a gate oxide holds $n=10^{13}$ mobile electrons per cm². Electrons leak from the layer to the gate with current density $J=0.01$ A/cm², and the contacts replace them, so that $n$ stays constant.

(a) Estimate the mean time an electron spends in the layer if the gate is its only final exit.

(b) How does the answer change if electrons fall into oxide traps and mostly come back, or if the gate also sends electrons into the layer?

(c) The layer is the channel of a transistor, a square of side 100 nm with open contacts at both ends and no drain voltage. Does an electron really stay as long as found in (a)?

(d) The contacts are disconnected. Is the time from (a) the time in which the layer discharges?

Use these round values where needed: temperature 300 K, mobility 30 cm²/Vs, effective mass 0.5 electron masses, two valleys, oxide permittivity 20, oxide thickness 5 nm, gate voltage 1 V.

**Conventions.** The algebra is in atomic units, where the elementary charge, the electron mass and $\hbar$ equal 1. There $J$ is also the number of electrons lost per area and time. $J$ is taken as positive for electrons going from layer to gate, is averaged over the area, and includes only current carried by channel electrons. Trapped electrons are not counted in $n$.

## Solution

### (a) Counting electron-seconds

Let $N(t)$ be the number of electrons in a layer of area $A$, watched for a long time $\Theta$. An electron that is present for a time $t_i$ adds $t_i$ to the integral of $N(t)$. If $M$ electrons leave during the watch, then

$$\int_0^\Theta N(t)\,dt=\sum_{i=1}^{M}t_i+\text{end terms}.$$

The end terms correct for electrons already present at the start and for those still present at the end. In a steady state in which no electron is held for good, they do not grow in proportion to $\Theta$. Dividing by $\Theta$ and letting $\Theta$ grow therefore removes them:

$$\bar N=\frac{M}{\Theta}\;\frac{1}{M}\sum_{i=1}^{M}t_i=(\text{exit rate})\times\tau .$$

Here $\bar N=nA$, and the exit rate is $JA$. The area cancels:

$$\tau=\frac{n}{J}\quad\text{(atomic units)},\qquad \tau=\frac{en}{J}\quad\text{(ordinary units)}.$$

The factor $e$ appears because an ordinary current density counts charge, so the number of electrons lost per area and time is $J/e$. With the given values,

$$\tau=\frac{1.602\times10^{-6}\ \text{C/cm}^2}{0.01\ \text{A/cm}^2}=1.6\times10^{-4}\ \text{s}=0.16\ \text{ms}.$$

In atomic units the same quotient is $2.800\times10^{-4}/(4.228\times10^{-17})=6.62\times10^{12}$.

The 100 nm square makes this concrete. It holds 1000 electrons and leaks 1 pA, which is one electron every 0.160 µs. Replacing as many electrons as the square holds takes 1000 such intervals, or 0.16 ms.

The argument did not assume that electrons leave independently, nor that their stays follow an exponential law. A simulation with tagged electrons tests this. It has 60 sites. Electrons enter at the rate $60-N$ and leave at the rate $N\exp[(N-30)/10]$, so that crowding blocks entry and speeds up exit. Half of the exits take the newest electron, and the others take one at random. Over 59,986 exits, the mean stay divided by (mean number / exit rate) was 0.999. The standard deviation of the stays was 1.72 times their mean, whereas an exponential law would give 1. The mean obeys the counting rule although the distribution is far from exponential.

### (b) Traps and return flow

**Traps.** Suppose that each visit to the channel lasts a mean time $s$ and ends in a trap. From the trap the electron returns to the channel with probability $p$, or goes on to the gate with probability $1-p$. The first visit takes place with certainty, the second with probability $p$, the third with probability $p^2$, and so on. The mean total time in the channel is

$$s\,(1+p+p^2+\dots)=\frac{s}{1-p}.$$

The counting argument applies to this total, because $N$ counts electrons in the channel and $J$ counts final departures. Hence

$$\frac{s}{1-p}=\frac{n}{J}=\tau,\qquad s=(1-p)\,\tau .$$

For an illustrative $p=0.99$, a single visit lasts $0.01\,\tau=1.6$ µs, but the visits still add up to 0.16 ms. A steady leakage current therefore gives the total channel time and says nothing about how often that time is interrupted.

The time spent in traps comes on top. Let a trapped electron leave its trap, in either direction, at the rate $r$. In the steady state, captures balance departures from traps:

$$\frac{n}{s}=r\,n_t,\qquad n_t=\frac{n}{rs}.$$

With an illustrative $r=10^8$ s⁻¹, the trapped density is $n_t=6.2\times10^{10}$ cm⁻². The mean total time in traps is $n_t/J$, by the same counting, and this is $n_t/n=0.6\,\%$ of $\tau$. Slower traps would hold more electrons at the same capture rate. This model keeps the trap rates constant and so leaves out the blocking of capture by traps that are already full.

**Return flow.** The measured $J$ is a net flow, $J=J_\text{out}-J_\text{in}$. Take elastic tunnelling, with the same weight $W(E)$ in both directions. An electron needs a filled state on one side and an empty state on the other:

$$J_\text{out}=\int W f_c(1-f_g)\,dE,\qquad J_\text{in}=\int W f_g(1-f_c)\,dE .$$

The Fermi functions $f_c$ and $f_g$ of channel and gate satisfy $f/(1-f)=e^{-(E-\mu)/kT}$, each with its own electrochemical potential. At every energy the ratio of the two integrands is then

$$\frac{f_g}{1-f_g}\,\frac{1-f_c}{f_c}=e^{-(E-\mu_g)/kT}\,e^{(E-\mu_c)/kT}=e^{-(\mu_c-\mu_g)/kT}=e^{-V/kT},$$

where $V=\mu_c-\mu_g$ is the applied voltage in atomic units. The ratio does not depend on $E$, so it is also the ratio of the integrals. It follows that

$$J=J_\text{out}\left(1-e^{-V/kT}\right),\qquad \tau_1=\frac{n}{J_\text{out}}=\tau\left(1-e^{-V/kT}\right).$$

Here $\tau_1$ is the mean length of one stay when each crossing to the gate ends it. At 300 K, $kT=0.02585$ eV. For $V=1$ V the return flow is $1.6\times10^{-17}$ of the outward flow, and (a) stands. For 0.05 V it is 0.145 of the outward flow, and the same net $J$ would mean a stay of $0.160\times0.855=0.137$ ms. As $V\to0$ with fixed $W$, the net current vanishes and $n/J$ diverges, while the actual stay $n/J_\text{out}$ remains finite. The estimate in (a) therefore needs a gate voltage of several $kT/e$.

### (c) Open contacts

With the contacts open, electrons also leave through the ends of the channel. The quotient $\tau=n/J$ keeps a meaning: $1/\tau=J/n$ is the average rate at which an electron in the channel is lost to the gate. From here on this rate is taken to be the same for every electron at every moment, which (a) did not need. Without this assumption the mean remaining time differs from the mean stay: in the simulation of (a) it is $(1+1.72^2)/2\approx2$ times the mean stay. It is no longer the inverse of the actual stay.

Let $T(x)$ be the mean remaining time of an electron at $x$, with contacts at $x=\pm L/2$ that absorb every electron reaching them. In a short time $dt$ the electron is lost to the gate with probability $dt/\tau$. Otherwise it moves by a random step $\delta$ with $\langle\delta\rangle=0$ and $\langle\delta^2\rangle=2D\,dt$. This neglects the inward drift that replaces leaked electrons. At uniform $n$, continuity gives this drift the speed $|x|/\tau$. During a diffusion time of order $L^2/D$ it moves an electron by at most about $L^3/(D\tau)$, which is much less than $L$ if $L^2\ll D\tau$. For channels that do not meet this condition, the model gives only a rough estimate at intermediate lengths. Thus

$$T(x)=dt+\left(1-\frac{dt}{\tau}\right)\langle T(x+\delta)\rangle
= dt+T-\frac{T}{\tau}dt+D\,T''dt ,$$

to first order in $dt$. Cancelling $T$ and dividing by $dt$ gives

$$D\,T''-\frac{T}{\tau}=-1,\qquad T(\pm L/2)=0 .$$

With the leakage length $\ell=\sqrt{D\tau}$, the solution is

$$T(x)=\tau\left[1-\frac{\cosh(x/\ell)}{\cosh(L/2\ell)}\right].$$

Indeed $DT''=-\cosh(x/\ell)/\cosh(L/2\ell)$, because $D\tau/\ell^2=1$. Subtracting $T/\tau$ leaves $-1$. Averaging over $x$, for an electron picked at random in the channel, gives

$$\bar T=\tau\left[1-\frac{\tanh y}{y}\right],\qquad y=\frac{L}{2\ell}.$$

Since the loss rate to the gate is $1/\tau$ for as long as the electron is present, the chance that it leaves through the gate is $P=\bar T/\tau=1-\tanh y/y$.

For a long channel, $y\gg1$, this chance tends to 1 and $\bar T\to\tau$: an electron picked at random has the same mean remaining time as if the gate were its only exit. For a short channel, $\tanh y\approx y-y^3/3$, so

$$P\approx\frac{y^2}{3}=\frac{L^2}{12D\tau},\qquad \bar T\approx\frac{L^2}{12D},$$

and the leakage drops out of the remaining time.

**The diffusion coefficient.** In equilibrium, drift and diffusion cancel. In a potential energy $U(x)$ the flux is $-Dn'-\mu nU'=0$, where $\mu$ now denotes the mobility. The sum of $U$ and the Fermi level $E_F$, measured from the band edge, is constant, so $n'=(dn/dE_F)E_F'=-(dn/dE_F)U'$. Inserting this gives

$$D=\frac{\mu\,n}{dn/dE_F}.$$

For a parabolic band in two dimensions, the states below energy $E$ fill a circle with $k^2=2mE$. Their number per area is $g_sg_v\pi k^2/(2\pi)^2=g_sg_v mE/2\pi$, with spin and valley degeneracies $g_s=g_v=2$. The density of states is therefore the constant $g=g_sg_vm/2\pi$, which here equals $4.177\times10^{14}$ eV⁻¹cm⁻². Integrating the Fermi function gives

$$n=g\,kT\ln\left(1+e^{E_F/kT}\right),\qquad \frac{dn}{dE_F}=\frac{g\,e^{E_F/kT}}{1+e^{E_F/kT}} .$$

With $u=n/(g\,kT)$, the first equation reads $1+e^{E_F/kT}=e^u$, and the second becomes $dn/dE_F=g(1-e^{-u})$. Hence

$$D=\mu\,kT\,\frac{u}{1-e^{-u}} .$$

Here $u=0.93$, and the last factor is 1.53, so the electrons are mildly degenerate. In ordinary units $kT$ is replaced by $kT/e$:

$$D=30\times0.02585\times1.533=1.19\ \text{cm}^2/\text{s}.$$

This $D$ describes the spreading of a density. For a single electron it is an estimate. With an energy-independent relaxation time $t_m$, the mobility is $t_m/m$, and averaging $v^2t_m/2$ over all electrons gives $\mu\langle E\rangle$. This agrees with the formula above in the dilute limit, where both equal $\mu kT$. At zero temperature it is half as large, $\mu E_F/2$ against $\mu E_F$. At the given density it is 0.97 cm²/s, which would raise the 7 ps found below to about 9 ps.

**Numbers.** For $L=100$ nm,

$$\bar T\approx\frac{(10^{-5}\ \text{cm})^2}{12\times1.189\ \text{cm}^2/\text{s}}\approx7\ \text{ps},\qquad P\approx4\times10^{-8}.$$

The answer to (c) is no. With contacts that absorb every electron reaching them, an electron found in this channel is gone after some picoseconds, and about one in twenty million leaves through the gate. The mean stay of an electron entering at a contact is shorter still. The one-way flux per width through an ideal contact is $n\langle v\rangle/\pi$, so the counting rule of (a) gives $\pi L/(2\langle v\rangle)\approx1.2$ ps for the mean speed $\langle v\rangle\approx1.4\times10^7$ cm/s, and the gate takes about $7\times10^{-9}$ of all exits. Diffusion is a fair description, because 7 ps is several hundred times the momentum relaxation time of 8.5 fs.

The leakage length is $\ell=138$ µm. In this model, an electron picked at random is equally likely to leave through the gate or through a contact when $\tanh y/y=1/2$, which happens at $L=3.83\,\ell$, or about 0.5 mm. The neglected drift matters at this length, so the value is only a rough estimate. Keeping it at uniform $n$ adds the term $-(x/\tau)\,T'$ to the left side of the equation for $T$, with solution $T=\tau\left[1-e^{(x^2-L^2/4)/2\ell^2}\right]$. Equal shares then occur at $L\approx3.0\,\ell$, or 0.42 mm, and $\bar T$ at $L=3.83\,\ell$ is 0.105 ms instead of 0.080 ms. A smaller $D$ shortens this length as $\sqrt D$.

### (d) Discharge of a disconnected layer

With no supply, $dn/dt=-J(n)$. Let the leakage follow a power law, $J(n)=J_0(n/n_0)^q$, where $n_0$ and $J_0$ are the initial values and $\tau=n_0/J_0$. For $z=n/n_0$,

$$\frac{dz}{dt}=-\frac{z^q}{\tau}\quad\Rightarrow\quad\frac{t}{\tau}=\int_z^1\frac{dz'}{z'^{\,q}}=\frac{z^{1-q}-1}{q-1}.$$

Setting $z=1/2$ gives the half-discharge time

$$t_{1/2}=\tau\,\frac{2^{q-1}-1}{q-1}.$$

For $q\to1$ this becomes $\tau\ln2=0.11$ ms. For an illustrative steep law with $q=5$ it is $15\tau/4=0.60$ ms, because the leakage fades as the layer empties. The time $\tau$ fixes the initial slope of the decay, and the rest depends on $J(n)$.

## Table of cases

All rows use the same $n$ and the same (initial) $J$.

| Case | Time asked for | Value |
|---|---|---|
| Gate is the only final exit | total time in channel | 0.16 ms |
| Traps, $p=0.99$ | one visit to channel | 1.6 µs |
| Gate voltage 0.05 V | one stay | 0.14 ms |
| Open contacts, about 0.5 mm | mean remaining time | roughly 0.1 ms |
| Open contacts, 100 nm | mean remaining time | 7 ps |
| Disconnected, $q=1$ | half-discharge | 0.11 ms |
| Disconnected, $q=5$ | half-discharge | 0.60 ms |

## Comparison with a real device

The parameters are rough values in the regime of an n-channel MoS₂ monolayer transistor with a hafnium-oxide gate. If one gate mirrors all the channel charge, Gauss's law gives the oxide field $F=4\pi n/\kappa$, or $en/(\kappa\varepsilon_0)=0.9$ MV/cm for permittivity $\kappa=20$. That is 0.45 V across 5 nm, and about a quarter of a rough breakdown field of 4 MV/cm, so the assumed density is compatible with an intact oxide. The leakage is the least certain input, since it depends strongly on oxide thickness, voltage and defects; at fixed $n$, $\tau$ changes as $1/J$. If half of a measured gate current bypassed the channel, for instance under the contacts, $\tau$ would double to 0.32 ms. The assumption that a working transistor breaks most severely is that the gate is the only exit: for the 100 nm channel with fully absorbing contacts, this lowers the mean stay from 0.16 ms to about 1 ps, by eight orders of magnitude, and the mean remaining time to 7 to 9 ps, by seven. Real contacts have a resistance and send some electrons back into the channel, which lengthens the stay. The added time is of the order of $e^2(dn/dE_F)\,L R_c/2$, where $R_c$ is the resistance of each contact times its width. For $R_c=1$ kΩ µm this means 20 to 30 ps, and it grows in proportion to $R_c$, so poor contacts can raise the stay to hundreds of picoseconds. That is still far below 0.16 ms. The 0.16 ms is thus a measure of how slowly the gate drains the channel, and it becomes the mean residence time of all entering electrons when the contacts supply electrons but do not take them back. In a layer much longer than $\ell$ with open contacts and uniform density, it is also the mean remaining time of an electron found far from the contacts, although most electrons that enter at a contact soon return to it. This case is an idealization. The drift speed $|x|/\tau$ from (c) requires a field $|x|/(\mu\tau)$, and hence a voltage $L^2/(8\mu\tau)$ between contact and centre. At $L=10\,\ell$ this is already 0.5 V, so with a gate voltage of 1 V the density would not stay uniform. The numerical output lists the values used here; what it calls the gate share of exits is the chance $P$ for an electron picked at random in the channel.

## Table of computed values

```
Electron density n = 1.0e+13 cm^-2
Leakage current density J = 0.01 A/cm^2
Elementary charge = 1.6022e-19 C
Channel charge density e*n = 1.602 uC/cm^2
Electron flux J/e = 6.242e+16 cm^-2 s^-1
Mean residence time tau = 0.1602 ms
Same time in atomic units = 6.624e+12 a.u.
n in atomic units = 2.800e-04; J in atomic units = 4.228e-17
Simulation: exits followed = 59986
Simulation: mean stay / (mean count / exit rate) = 0.9990
Simulation: spread of stays / mean stay = 1.72
Device side (length and width) = 100 nm
Electrons in device = 1000
Gate current of device = 1.00 pA
Mean interval between escapes = 0.160 us
Trap return probability (chosen) = 0.99
Trap emptying rate (chosen) = 1.0e+08 s^-1
Mean single visit to channel = 1.60 us
Simulated total channel time = 0.1605 ms
Trapped density in this case = 6.24e+10 cm^-2
Temperature = 300 K; kT = 0.02585 eV
Return/outward flow at 1.00 V = 1.6e-17
Return/outward flow at 0.05 V = 0.145
Single stay at 0.05 V, same J = 0.1371 ms
Mobility = 30 cm2/Vs; mass = 0.5 electron masses
Spin degeneracy = 2; valley degeneracy = 2
Density of states = 4.177e+14 eV^-1 cm^-2
Fermi level above band edge = 0.0109 eV
Degeneracy factor in D = 1.533
Diffusion coefficient D = 1.189 cm^2/s
Leakage length sqrt(D*tau) = 138.0 um
Channel length for equal gate and contact shares = 529 um
Gate share of exits in device = 4.37e-08
Mean remaining time in device, contacts open = 7.01 ps
Momentum relaxation time = 8.53 fs
Discharge exponent (chosen) = 5
Half-discharge time = 0.601 ms
Half-discharge time if J is proportional to n = 0.111 ms
Oxide relative permittivity = 20; thickness = 5 nm
Oxide field = 0.905 MV/cm
Voltage across oxide = 0.452 V
Rough breakdown field = 4 MV/cm
Oxide field / breakdown field = 0.23
```
